# Why elastic acoustic scattering cannot produce the zero-field Maxwellian

## The argument under review

A Monte Carlo simulation of electrons is to be started at zero field and run until it reaches equilibrium with the lattice. Its acoustic scattering is elastic and uses the equipartition phonon number. Its optical phonons have one fixed energy. The argument for this procedure has three parts:

1. The lattice temperature enters the scattering rates, and the Maxwellian is stationary under them. A long run must therefore end in the Maxwellian.
2. If slow electrons are stuck because they cannot emit an optical phonon, optical absorption will free them, given time or a warmer lattice.
3. If acoustic energy exchange is needed after all, it suffices to keep the phonon energy in the energy balance and give absorption and emission the same equipartition phonon number, since that number is large.

Each part needs a separate answer. The first confuses a stationary state with a state that is approached. The second overlooks a conserved quantity. The third destroys the balance it is meant to restore.

I assume nondegenerate electrons in a parabolic, isotropic band, no electron–electron scattering, and phonons held in equilibrium. Hartree atomic units are used, with $\hbar=1$. The temperature $T$ is an energy, $m$ is the electron mass, $\varepsilon=k^2/2m$, and $n(\varepsilon)$ is the number of electrons per unit energy.

## What the acoustic rate contains

Let $\Xi$ be the deformation potential, $\rho$ the mass density, $s$ the sound speed and $V$ the volume. A phonon of momentum $q$ has energy $\omega=sq$ and displacement amplitude $1/\sqrt{2\rho V\omega}$. The coupling is $\Xi$ times the strain, which brings a factor $q$. The squared matrix element is therefore

$$|M_q|^2=\frac{\Xi^2q^2}{2\rho V\omega}\,\mathcal N=\frac{\Xi^2 q}{2\rho Vs}\,\mathcal N ,$$

with $\mathcal N=N$ for absorption, $\mathcal N=N+1$ for emission, and $N=1/(e^{\omega/T}-1)$.

For absorption, let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The golden rule gives

$$\Gamma_a=\frac{V}{(2\pi)^3}\,2\pi\int q^2dq\int_{-1}^{1}dc\;2\pi|M_q|^2\,
\delta\!\left(\frac{kqc}{m}+\frac{q^2}{2m}-sq\right).$$

The first $2\pi$ is the azimuthal integral. The delta function contributes $m/(kq)$ wherever its root $c=(2ms-q)/2k$ lies between $-1$ and $1$. The constants combine as $4\pi^2/(2\pi)^3=1/2\pi$, so

$$\frac{d\Gamma}{dq}=\frac{C}{k}\,q^2\,\mathcal N,\qquad C=\frac{\Xi^2m}{4\pi\rho s}.$$

The condition on $c$ gives the absorption window $2\max(ms-k,0)<q<2(k+ms)$. For emission the final momentum is $\mathbf k-\mathbf q$, the root is $c=(2ms+q)/2k$, and the window is $0<q<2(k-ms)$, which requires $k>ms$.

The elastic equipartition model makes two replacements. It drops $sq$ from the energy balance, so both windows become $0<q<2k$, and it sets $N\approx N+1\approx T/(sq)$. Adding absorption and emission gives

$$\Gamma=\frac Ck\,\frac{2T}{s}\int_0^{2k}q\,dq=\frac Ck\,\frac{4k^2T}{s}
=\frac{\Xi^2mkT}{\pi\rho s^2}.$$

For deflection by an angle $\chi$ at fixed $k$, $q^2=2k^2(1-\cos\chi)$. The weight $q\,dq$ is then uniform in $\cos\chi$, and the scattering is isotropic. One collision erases the mean direction, so a beam's mean cosine decays as $e^{-\Gamma t}$.

The temperature does appear in $\Gamma$, but it sets only how often the direction changes. Every collision returns the electron to its old energy. With this mechanism alone, $\partial n/\partial t=0$ for any $n(\varepsilon)$. The Maxwellian is stationary, as the argument says, and so is every other energy distribution. Checking that a Maxwellian survives the collisions therefore cannot show that the collisions produce one.

## What optical phonons add, and what they conserve

For a dispersionless optical phonon of energy $\omega_0$ and coupling field $D$, the squared matrix element is $D^2\mathcal N_0/(2\rho V\omega_0)$, where $\mathcal N_0$ is $N_0$ or $N_0+1$. Integrating over final momenta $k'$,

$$\Gamma_{\rm op}=\frac{V}{(2\pi)^3}\int4\pi k'^2dk'\;2\pi\,\frac{D^2\mathcal N_0}{2\rho V\omega_0}\,
\delta\!\left(\frac{k'^2}{2m}-\varepsilon'\right)=\frac{D^2mk'}{2\pi\rho\omega_0}\,\mathcal N_0 ,$$

because the delta function contributes $m/k'$. Here $\varepsilon'=\varepsilon+\omega_0$ for absorption and $\varepsilon'=\varepsilon-\omega_0$ for emission.

Write $\varepsilon=r+j\omega_0$ with $0\le r<\omega_0$ and $j=0,1,2,\dots$ An optical event changes $j$ by one, and an elastic event changes neither $j$ nor $r$. The remainder $r$ of every electron is thus conserved.

This answers the second part of the argument, and it also corrects the opposite claim that an electron below threshold can never change its energy. It can absorb a phonon and go to $r+\omega_0$. When it returns below threshold, however, it returns to the same $r$. Waiting longer adds more of these excursions and warming the lattice makes them more frequent, but neither mixes different remainders.

The final state follows from balancing neighbouring rungs. Absorption from $\varepsilon$ is proportional to $N_0\sqrt{\varepsilon+\omega_0}$, and the reverse emission to $(N_0+1)\sqrt{\varepsilon}$. Hence

$$\frac{n(\varepsilon+\omega_0)}{n(\varepsilon)}
=\frac{N_0}{N_0+1}\sqrt{\frac{\varepsilon+\omega_0}{\varepsilon}}
=e^{-\omega_0/T}\sqrt{\frac{\varepsilon+\omega_0}{\varepsilon}} .$$

Balancing each pair is necessary in a steady state: the rungs form a chain with a lowest member, so no net current can pass any link. If $P_0(r)$ is the initial density of remainders,

$$n(r+j\omega_0)=P_0(r)\frac{w_j(r)}{\sum_i w_i(r)},\qquad
w_j(r)=\sqrt{r+j\omega_0}\;e^{-j\omega_0/T}.$$

Each ladder is thermal inside, but the share of electrons on it is inherited from the initial condition. The result is a Maxwellian only if $P_0(r)$ already equals the remainder density of a Maxwellian.

Two limits show what this means. For $T\ll\omega_0$ electrons with $r\gg\omega_0e^{-2\omega_0/T}$ sit almost entirely at $j=0$, and there $n(\varepsilon)\approx P_0(\varepsilon)$ below threshold. For $T$ comparable with $\omega_0$, several rungs are occupied, but a monoenergetic injection still ends as a comb of sharp energies. In a test with $T=\omega_0$ and all electrons started at $\omega_0/2$, the first three rungs should hold fractions 0.462, 0.295 and 0.140. The simulation gave 0.462, 0.291 and 0.140, and no electron left the comb beyond rounding error.

## The correct inelastic process

Now keep $sq$ in the energy balance and use $N$ and $N+1$. Two facts must be shown: that the Maxwellian is stationary, and that no other energy distribution is. The second fact is proved here for distributions with finite $\int n^2/M\,d\varepsilon$, where $M$ is the Maxwellian shape defined below.

Consider absorption from $k$ to a larger $k'$. Energy conservation reads $k'^2-k^2=2msq$, or

$$q=\frac{(k'-k)(k'+k)}{2ms}.$$

Momentum conservation requires $k'-k\le q\le k'+k$. Inserting $q$ turns these inequalities into

$$k'+k\ge2ms,\qquad k'-k\le2ms .$$

The reverse emission joins the same two momenta with the same $q$, so it is allowed under the same conditions.

Let $W$ be the rate per unit final energy. Since $dq=d\omega/s$,

$$W(\varepsilon\to\varepsilon+\omega)=\frac{C}{sk}q^2N,\qquad
W(\varepsilon+\omega\to\varepsilon)=\frac{C}{sk'}q^2(N+1).$$

With $M(\varepsilon)=\sqrt\varepsilon\,e^{-\varepsilon/T}$, the factors $\sqrt\varepsilon\propto k$ and $\sqrt{\varepsilon+\omega}\propto k'$ cancel the denominators. Using $N+1=Ne^{\omega/T}$,

$$M(\varepsilon)\,W(\varepsilon\to\varepsilon+\omega)=M(\varepsilon+\omega)\,W(\varepsilon+\omega\to\varepsilon).$$

The Maxwellian is therefore balanced pair by pair.

For uniqueness, write $n=M\phi$. The net flow from $\varepsilon$ to $\varepsilon+\omega$ is $MW[\phi(\varepsilon)-\phi(\varepsilon+\omega)]$, with $M$ and $W$ those of the upward step. This flow removes electrons at $\varepsilon$ and adds them at $\varepsilon+\omega$. The quantity $F=\int M\phi^2d\varepsilon=\int\phi\,n\,d\varepsilon$ has $dF/dt=2\int\phi\,(\partial n/\partial t)\,d\varepsilon$, so

$$\frac{dF}{dt}=-2\int d\varepsilon\int d\omega\;M(\varepsilon)W(\varepsilon\to\varepsilon+\omega)\,
[\phi(\varepsilon+\omega)-\phi(\varepsilon)]^2\le0 .$$

In a stationary state with finite $F$ the integral must vanish, and $\phi$ must be equal at any two energies joined by a transition. For $k>ms$ the absorption window begins at $q=0$, so neighbouring energies are joined. An electron with $k<ms$ can absorb into states with $k'\ge2ms-k>ms$, which joins it to the rest. All energies are connected, $\phi$ is constant, and $n\propto M$.

Optical phonons add a similar negative term to $dF/dt$ and do not disturb this conclusion. Without inelastic acoustic events that optical term is alone, and it equalizes $\phi$ only along each ladder. This is the same failure as before, seen from the other side.

An energy grid with 200 bins per $\omega_0$ makes the count concrete. The elastic model with optical phonons has 200 independent stationary states, one per remainder bin. With inelastic acoustic scattering there is one.

## How fast the cure acts

Energy exchange per collision is small when $ms^2\ll T$ and $sk\ll T$, with $k\gg ms$. The leading drift needs the first correction to equipartition,

$$N\approx\frac{T}{sq}-\frac12,\qquad N+1\approx\frac{T}{sq}+\frac12 .$$

The mean energy gain per unit time, $A$, is absorption minus emission, each weighted by $sq$. The terms in $T/(sq)$ nearly cancel and leave the difference between the windows:

$$T\left[\int_0^{2(k+ms)}q^2dq-\int_0^{2(k-ms)}q^2dq\right]
=\frac{8T}{3}\left[6k^2ms+2(ms)^3\right]\approx16Tmsk^2 .$$

The terms in $\tfrac12$ add, because both the factor $\mp\tfrac12$ and the energy change have opposite signs in the two processes:

$$-\frac s2\cdot2\int_0^{2k}q^3dq=-4sk^4 .$$

From the elastic rate, $C/k=\Gamma s/(4k^2T)$. Therefore

$$A=\frac{\Gamma s}{4k^2T}\left(16Tmsk^2-4sk^4\right)
=\frac{\Gamma s^2}{T}(4mT-k^2)=2ms^2\Gamma\left(2-\frac{\varepsilon}{T}\right).$$

The mean squared energy change per unit time, $B$, has no such cancellation:

$$B=\frac{\Gamma s}{4k^2T}\int_0^{2k}q^2(sq)^2\frac{2T}{sq}\,dq
=\frac{\Gamma s}{4k^2T}\,8Tsk^4=2s^2k^2\Gamma=4ms^2\Gamma\varepsilon .$$

In this limit the energy current is $J=An-\tfrac12\,d(Bn)/d\varepsilon$. Since $\Gamma\propto\sqrt\varepsilon$, put $y=\varepsilon^{3/2}n$. Dividing $J=0$ by the common constants gives

$$\frac{dy}{d\varepsilon}=\left(\frac2\varepsilon-\frac1T\right)y,\qquad
y\propto\varepsilon^2e^{-\varepsilon/T},\qquad n\propto\sqrt\varepsilon\,e^{-\varepsilon/T}.$$

The drift changes the energy by about $T$ in a time of order $T/(2ms^2\Gamma)$, that is, in about $T/(2ms^2)$ collisions. This explains why the elastic approximation can serve for momentum relaxation and still fail here. In the quasi-elastic regime its error per collision is small, but the omitted exchange is what selects the energy distribution. For the parameters of the numerical case below, the inelastic momentum relaxation rate is about 7% below $\Gamma$ at $\varepsilon=T$ and about 30% above it at $0.05T$, where $k$ is comparable with $ms$. As $s\to0$ at fixed $\Gamma$, the relaxation time diverges. At $s=0$ the collisions no longer select a distribution at all.

## Why equal weights are a false cure

The third part of the argument keeps the energy change $\pm sq$ but uses $T/(sq)$ for both processes. This removes the terms in $\tfrac12$, which supplied the cooling. What remains is

$$A_{\rm equal}=\frac{\Gamma s}{4k^2T}\,16Tmsk^2=4ms^2\Gamma>0 .$$

The gain is positive beyond this approximation too. With equal weights the exact drift is $(CT/k)$ times the integral of $q^2$ over the absorption window minus that over the emission window. For $k>ms$ the first window contains the second, and for $k\le ms$ there is no emission. Acoustic phonons then heat electrons of every energy, and only optical emission can limit the rise.

For $sq\ll T$ the discarded $\tfrac12$ is small compared with $T/(sq)$, and in the total rate it nearly cancels between absorption and emission. In the drift it is the large terms that nearly cancel. A correction that is negligible in the collision rate is of leading order in the energy balance.

## A sampling rule that preserves the balance

At zero field the energy is constant during a flight, so the flight time can be drawn from a total rate evaluated at the current $k$. Let $x=sq/T$, let $q_1,q_2$ be the limits of the absorption window and $q_e$ the upper limit for emission. The identities

$$q^2N=\frac{qT}{s}\,\frac{x}{e^x-1},\qquad q^2(N+1)=\frac{qT}{s}\,\frac{x}{1-e^{-x}}$$

suggest proposing $q^2$ uniformly in its window. Since $e^x-1\ge x$, the first Bose factor is at most 1. The second equals $x+x/(e^x-1)$ and is at most $1+x_e$, with $x_e=sq_e/T$. Suitable proposal rates are

$$R_a=\frac{CT}{sk}\,\frac{q_2^2-q_1^2}{2},\qquad R_e=\frac{CT}{sk}\,\frac{q_e^2}{2}\,(1+x_e).$$

Accept an absorption with probability $x/(e^x-1)$ and an emission with probability $x/[(1-e^{-x})(1+x_e)]$. A rejected proposal is a null collision: time advances, the electron keeps its momentum, and a new flight is drawn. The product of proposal density and acceptance is then the required $d\Gamma/dq$. After acceptance, $c$ is fixed by the root given earlier, the azimuth is uniform, and the new momentum is $\mathbf k\pm\mathbf q$.

## A numerical case

Take round model parameters: $m=1$, $s=0.002$, $\Xi=0.3$, $\rho=1000$, $D=0.1$, $\omega_0=10^{-3}$ and $T=10^{-4}$, or 31.6 K. Then $\omega_0/T=10$ and $N_0=4.54\times10^{-5}$. Injection is uniform over $0<\varepsilon<3\omega_0$. Each remainder is equally represented, so $P_0(r)=1/\omega_0$.

The ladder formula predicts an almost flat distribution below $\omega_0$. Its mean is $\omega_0/2$ plus a small contribution from the first excited rung. To first order in $e^{-\omega_0/T}$, and with $u=r/\omega_0$, the fraction on that rung is

$$e^{-10}\int_0^1\sqrt{\frac{1+u}{u}}\,du=e^{-10}\left[\sqrt2+\ln(1+\sqrt2)\right]\approx1.04\times10^{-4},$$

where $u=\sinh^2v$ turns the integrand into $2\cosh^2v\,dv$. Each such electron adds $\omega_0$, which gives a mean of $5.001\times10^{-4}$. The Maxwellian mean is $\tfrac32T=1.5\times10^{-4}$.

Runs of 40,000 electrons for $1.5\times10^7$ atomic units, or 363 ps, gave:

| Acoustic model | Mean energy (Ha) | Fraction above $3T$ |
|---|---:|---:|
| elastic | $4.99\times10^{-4}$ | 0.699 |
| inelastic, $N$ and $N+1$ | $1.52\times10^{-4}$ | 0.116 |
| inelastic, equal weights | $3.29\times10^{-4}$ | 0.451 |

A Maxwellian has 0.112 above $3T$, and a flat distribution has $1-3T/\omega_0=0.7$. Two thirds of the elastic mean corresponds to 105 K. This number is only a measure of energy, since the flat distribution has no temperature. The equal-weight run corresponds to 69 K, and its mean agrees with the stationary state of the separate grid calculation. The size of this error depends on $T/\omega_0$: with the other parameters unchanged, the stationary mean exceeds $\tfrac32T$ by only about 12% at $T=0.3\,\omega_0$ and 11% at $T=\omega_0$.

The correct run needs a more careful reading. The variance of a Maxwellian energy is $\tfrac32T^2$, so the standard error of the mean is $\sqrt{1.5}\,T/\sqrt{40000}=6.1\times10^{-7}$. The unrounded mean, $1.5173\times10^{-4}$, is 2.8 standard errors high. Incomplete relaxation does not explain this: the slowest time on the grid is $1.12\times10^6$ (the converged value is about 2% lower, $1.09\times10^6$), so the run lasted at least 13 such times. I take the excess to be a sampling fluctuation, but no repeated run was made to confirm it. The largest gap between the cumulative distributions was 0.0072, below the adopted test limit of 0.0097. That limit is exceeded by chance once in a thousand samples. A gap of 0.0072 or more occurs about three times in a hundred. For the elastic run the gap was 0.59.

The relaxation estimate is $T/(2ms^2)=10^{-4}/(8\times10^{-6})=12.5$ collisions. With $\Gamma=1.01\times10^{-5}$ at $\varepsilon=T$, this is $1.2\times10^6$ atomic units, close to the slowest relaxation time, which is $1.12\times10^6$ (27 ps) on the grid and $1.09\times10^6$ (26 ps) when converged. At $5T$ the drift formula gives $-5.44\times10^{-10}$, against $-5.17\times10^{-10}$ from the full integral. The quasi-elastic expansion is thus about 5% too large in magnitude there, relative to the full value.

A beam started at $\omega_0/2$ separates the two kinds of relaxation. After one elastic collision time, $4.4\times10^4$, its mean cosine was 0.364, close to $e^{-1}=0.368$. Its mean energy had risen by a fraction $5\times10^{-5}$. That equals one electron in 40,000 standing one rung higher, since $\omega_0/(\omega_0/2)/40000=5\times10^{-5}$. The mean wait for optical absorption at this energy is $2.5\times10^8$, far longer than the main runs. Even a run much longer than that would leave the remainders unchanged.

## Conditions on the criticism

The conservation of $r$ was derived for zero field, elastic acoustic events and a single optical energy. It also holds for several fixed optical energies if all are whole multiples of $\omega_0$. Several energies with no common unit, or only a unit much smaller than $T$, mix the remainders, because absorbing one phonon and emitting another shifts $r$. In a model with six energies between 12 and 61 meV, of the kind used for intervalley scattering in silicon, a single-energy start at 300 K comes within sampling error of the Maxwellian in about 50 ps even with elastic acoustic scattering. An electric field changes $\varepsilon$ continuously during flight, and optical dispersion makes the energy steps unequal. Either removes this conservation law, but that alone does not establish the correct distribution. Electron–electron collisions also exchange energy and lie outside the model.

The procedure under review, with its single optical energy, should therefore not be used to prepare or verify a zero-field equilibrium. Acoustic events should carry their energy $sq$ with weights $N$ and $N+1$, and the run should last many energy relaxation times. A useful check is to start from a distribution whose remainders $r$ are spread differently from those of the Maxwellian, for example a single energy. Being far from the Maxwellian is not enough: a Maxwellian shifted up by $\omega_0$ has the right remainders, and optical emission would bring it to the correct result even with elastic acoustic scattering. The numerical output gives the remaining rates and comparisons.

## Table of computed values

```
mass m = 1 a.u.; sound speed s = 0.002 a.u.
acoustic potential Xi = 0.3 Ha; density rho = 1000 a.u.
optical field D = 0.1 Ha/bohr; phonon w0 = 0.001 Ha
lattice temperature T = 0.0001 Ha = 31.58 K
optical phonon number N0 = 4.540e-05
electrons = 40000; run time = 1.5e+07 a.u. = 362.8 ps
elastic rate at energy T = 1.0129e-05 a.u.
inelastic absorption rate at T = 5.2920e-06 a.u.
inelastic emission rate at T = 4.3741e-06 a.u.
same from golden-rule integral: 5.2919e-06, 4.3741e-06 a.u.
collisions per energy relaxation T/(2ms^2) = 12.50
drift at 5T, full quadrature = -5.1739e-10 a.u.
drift at 5T, quasi-elastic formula = -5.4356e-10 a.u.
wait for optical absorption at w0/2 = 2.527e+08 a.u.
elastic collision time at w0/2 = 4.415e+04 a.u.
beam mean cosine after that time = 0.3644
beam relative mean-energy change = 5.0e-05
stationary states on grid, elastic + optical = 200
stationary states on grid, inelastic + optical = 1
grid: 200 bins per w0, 600 bins in all
slowest relaxation time = 1.119e+06 a.u. = 27.07 ps
initial mean energy = 1.4987e-03 Ha
Maxwellian mean energy 3T/2 = 1.5000e-04 Ha
ladder formula mean energy = 5.0010e-04 Ha
elastic final mean = 4.9855e-04 Ha, (2/3)mean = 104.95 K
elastic fraction above 3T = 0.6989
inelastic final mean = 1.5173e-04 Ha, (2/3)mean = 31.94 K
inelastic fraction above 3T = 0.1158
equal-weight final mean = 3.2856e-04 Ha, (2/3)mean = 69.17 K
equal-weight fraction above 3T = 0.4509
Maxwellian fraction above 3T = 0.1116
equal-weight grid stationary mean = 3.2876e-04 Ha
largest CDF gap, elastic to Maxwellian = 0.5879
largest CDF gap, elastic to flat on (0,w0) = 0.0051
largest CDF gap, inelastic to Maxwellian = 0.0072
sampling limit for the CDF gap = 0.0097
inelastic mean at 1.0e+06 a.u.: Monte Carlo 2.2633e-04 Ha
inelastic mean at 1.0e+06 a.u.: grid 2.2709e-04 Ha
hot ladder test: T = 0.001 Ha, start at w0/2
rung 0: formula 0.4622, Monte Carlo 0.4621
rung 1: formula 0.2945, Monte Carlo 0.2913
rung 2: formula 0.1399, Monte Carlo 0.1396
rung 3: formula 0.0609, Monte Carlo 0.0644
largest departure from the rungs = 7.1e-15 w0
```
